# The self-energy as U F/G and its broadening errors: a program that tests the result

```python
# Result under test: for the Anderson impurity the self-energy is
#   Sigma(z) = U F(z)/G(z),  G = <<d_up; d_up^+>>,  F = <<d_up n_dn; d_up^+>>,
# and a logarithmic Gaussian of width b multiplies both G and F at low
# frequency by exp(-b^2/4), so that the ratio keeps the Friedel height
#   pi*Gamma*A(0) = sin^2(pi*n_d/2).
# Energies are in units of the half bandwidth D of a flat band.
# Gamma: hybridization strength, eps_d: impurity level, U: repulsion,
# Lambda: logarithmic discretization parameter. Temperature is zero.
import numpy as np
import mpmath as mp

Gamma, U, Lambda = 0.05, 0.4, 3
n_sites, n_keep = 27, 170
V = np.sqrt(2 * Gamma / np.pi)

# One site: index = 2*n_up + n_dn, with Jordan-Wigner signs
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
site_up = np.kron(lower, np.eye(2))
site_dn = np.kron(np.diag([1.0, -1.0]), lower)
site_nup = np.array([0, 0, 1, 1])
site_ndn = np.array([0, 1, 0, 1])


def wilson_hoppings(count):
    """Lanczos map of the log-discretized flat band to a chain."""
    mp.mp.dps = 100
    lam = mp.mpf(Lambda)
    energy, vec = [], []
    for n in range(45):
        for sign in (1, -1):
            energy.append(sign * (1 - 1 / lam) / mp.log(lam) * lam**(-n))
            vec.append(mp.sqrt((1 - 1 / lam) * lam**(-n) / 2))
    norm = mp.sqrt(sum(x * x for x in vec))
    vec = [x / norm for x in vec]
    previous, hop, hops = [mp.mpf(0)] * len(vec), mp.mpf(0), []
    for _ in range(count):
        new = [e * x - hop * y for e, x, y in zip(energy, vec, previous)]
        hop = mp.sqrt(sum(x * x for x in new))
        previous, vec = vec, [x / hop for x in new]
        hops.append(float(hop))
    return hops


def impurity_spectrum(eps_d, hops, keep):
    """Peaks of G and F: positions and a two-column array of weights."""
    nup, ndn = site_nup.copy(), site_ndn.copy()
    energy = eps_d * (nup + ndn) + U * nup * ndn
    op_g = site_up.copy()
    op_f = site_up @ np.diag(site_ndn.astype(float))
    f_up, f_dn = site_up.copy(), site_dn.copy()
    shells = []
    couplings = [V] + list(hops)
    for step, t in enumerate(couplings):
        n_old = len(energy)
        dim = 4 * n_old
        parity = (-1.0) ** (nup + ndn)
        hop = t * (np.kron(f_up.T * parity, site_up)
                   + np.kron(f_dn.T * parity, site_dn))
        ham = hop + hop.T + np.diag(np.repeat(energy, 4))
        nup = (nup[:, None] + site_nup).ravel()
        ndn = (ndn[:, None] + site_ndn).ravel()
        label = 1000 * nup + ndn
        values, vectors = np.zeros(dim), np.zeros((dim, dim))
        for sector in np.unique(label):
            idx = np.where(label == sector)[0]
            block = np.ix_(idx, idx)
            values[idx], vectors[block] = np.linalg.eigh(ham[block])
        order = np.argsort(values, kind="stable")
        values = values[order] - values[order[0]]
        vectors = np.ascontiguousarray(vectors[:, order])
        nup, ndn = nup[order], ndn[order]

        def rotate(op):
            acted = (op @ vectors.reshape(n_old, 4 * dim)).reshape(dim, dim)
            return vectors.T @ acted

        full_g, full_f = rotate(op_g), rotate(op_f)
        if step == len(couplings) - 1:
            shells.append((values, vectors[:, :1], full_g, full_f, 1, 0))
            break
        nk = min(keep, dim)
        while nk < dim and values[nk] - values[nk - 1] < 1e-5 * values[nk]:
            nk += 1                       # do not cut through a multiplet
        kept = np.ascontiguousarray(vectors[:, :nk])
        shells.append((values, kept, full_g, full_f, nk, nk))
        cube = kept.reshape(n_old, 4, nk)
        sign = parity[:, None, None]
        f_up = kept.T @ (np.matmul(site_up, cube) * sign).reshape(dim, nk)
        f_dn = kept.T @ (np.matmul(site_dn, cube) * sign).reshape(dim, nk)
        op_g, op_f = full_g[:nk, :nk].copy(), full_f[:nk, :nk].copy()
        energy, nup, ndn = values[:nk], nup[:nk], ndn[:nk]

    # Backward sweep with the reduced density matrix of the ground state
    rho = np.ones((1, 1))
    positions, weights = [], []
    for values, kept, full_g, full_f, nk, first in reversed(shells):
        if first < len(values):
            add = rho.T @ full_g[:nk, first:]
            w_g, w_f = full_g[:nk, first:] * add, full_f[:nk, first:] * add
            pos = values[None, first:] - values[:nk, None]
            remove = full_g[first:, :nk] @ rho
            v_g = full_g[first:, :nk] * remove
            v_f = full_f[first:, :nk] * remove
            neg = values[None, :nk] - values[first:, None]
            for p, a, c in ((np.maximum(pos, 1e-12), w_g, w_f),
                            (np.minimum(neg, -1e-12), v_g, v_f)):
                use = np.abs(a) + np.abs(c) > 1e-17
                positions.append(p[use])
                weights.append(np.column_stack((a[use], c[use])))
        n_old = kept.shape[0] // 4
        rho = (kept @ rho).reshape(n_old, -1) @ kept.reshape(n_old, -1).T
    return np.concatenate(positions), np.concatenate(weights)


def bin_peaks(pos, wt, width=0.01):
    """Collect peaks in narrow logarithmic bins, separately by sign."""
    new_pos, new_wt = [], []
    for sign in (1, -1):
        use = sign * pos > 0
        index = np.rint(np.log(np.abs(pos[use])) / width).astype(int)
        base = index.min()
        cols = [np.bincount(index - base, weights=wt[use, c])
                for c in (0, 1)]
        cols = np.column_stack(cols)
        good = np.abs(cols).sum(axis=1) > 0
        centre = np.exp((base + np.arange(len(cols))) * width)
        new_pos.append(sign * centre[good])
        new_wt.append(cols[good])
    return np.concatenate(new_pos), np.concatenate(new_wt)


def log_gaussian_green(omega, pos, wt, b):
    """Broaden the peaks, then Kramers-Kronig; omega must be positive."""
    def density(log_w, sign):
        use = sign * pos > 0
        size = np.abs(pos[use])
        x = (log_w[:, None] - np.log(size)[None, :]) / b
        norm = np.exp(-b * b / 4) / (b * np.sqrt(np.pi))
        return norm * np.exp(-x * x) @ (wt[use] / size[:, None])
    h = 0.05
    # nodes placed symmetrically about the pole give the principal value
    log_w = np.log(omega) + (np.arange(-500, 500) + 0.5) * h
    w = np.exp(log_w)
    real = h * ((w / (omega - w)) @ density(log_w, 1)
                + (w / (omega + w)) @ density(log_w, -1))
    return real - 1j * np.pi * density(np.array([np.log(omega)]), 1)[0]


def sharp_green(z, pos, wt):
    return (1 / (z - pos)) @ wt


def band_delta(omega):
    return Gamma / np.pi * np.log((1 + omega) / (1 - omega)) - 1j * Gamma


def heights(omega, eps_d, g, f):
    """pi*Gamma*A from G directly and from Sigma = U F/G."""
    improved = 1 / (omega - eps_d - band_delta(omega) - U * f / g)
    return -Gamma * g.imag, -Gamma * improved.imag


hops = wilson_hoppings(n_sites - 1)
print(f"Gamma = {Gamma} D, U = {U} D, Lambda = {Lambda}")
print(f"chain sites = {n_sites}, states kept at least = {n_keep}")
print(f"last chain hopping = {hops[-1]:.3e} D")

# Operator identity on a short chain without truncation
level, z = -0.13, 0.1 + 0.05j
pos, wt = impurity_spectrum(level, hops[:2], 10**6)
g, f = sharp_green(z, pos, wt)
h_bath = np.diag(hops[:2], 1) + np.diag(hops[:2], -1)
delta_chain = V**2 * np.linalg.inv(z * np.eye(3) - h_bath)[0, 0]
sigma_dyson = z - level - delta_chain - 1 / g
sigma_ratio = U * f / g
assert abs(sigma_dyson - sigma_ratio) < 1e-9
print(f"short chain: eps_d = {level} D, z = {z} D, 3 bath sites")
print(f"  Sigma from Dyson = {sigma_dyson:.8f} D")
print(f"  Sigma from U F/G = {sigma_ratio:.8f} D")

# Broadening as a scale average, on a resonance with known complex G
b, omega = 0.8, 0.07
def resonance(w):
    return 1 / (w - 0.1 + 0.05j)
u = np.arange(-500, 501) * 0.05
nodes = np.concatenate((np.exp(u), -np.exp(u)))
area = -resonance(nodes).imag / np.pi * np.abs(nodes) * 0.05
broad = log_gaussian_green(omega, nodes, area[:, None], b)[0]
x = np.linspace(-8, 8, 4001)
kernel = np.exp(-b * b / 4 - (x / b)**2) / (b * np.sqrt(np.pi))
scaled = np.sum(kernel * resonance(omega * np.exp(-x))) * (x[1] - x[0])
assert abs(broad - scaled) < 1e-6 * abs(scaled)
print(f"resonance at 0.1 D, width 0.05 D, omega = {omega} D, b = {b}")
print(f"  G broadened + Kramers-Kronig = {broad:.6f} /D")
print(f"  G from scale average         = {scaled:.6f} /D")

# Half filling
eps_d = -U / 2
pos, wt = bin_peaks(*impurity_spectrum(eps_d, hops, n_keep))
total_g, total_f = wt.sum(axis=0)
n_spin = wt[pos < 0, 0].sum()
assert abs(total_g - 1) < 1e-6 and abs(total_f - n_spin) < 1e-3
assert abs(n_spin - 0.5) < 0.01
print(f"half filling: weight of G = {total_g:.6f}, of F = {total_f:.6f}")
print(f"  occupation per spin = {n_spin:.6f}")
eta = 5e-4
g, f = sharp_green(1j * eta, pos, wt)
inverse_z = 1 - (U * f / g).imag / eta
w_low = 5e-5
assert w_low < 0.1 * Gamma / inverse_z
print(f"  1/Z estimate at i*{eta} D = {inverse_z:.2f}")
print(f"  Kondo scale Z*Gamma = {Gamma / inverse_z:.2e} D")
print(f"heights pi*Gamma*A at omega = {w_low} D (Friedel: 1)")
for b in (0.8, 1.0, 1.2):
    g, f = log_gaussian_green(w_low, pos, wt, b)
    direct, improved = heights(w_low, eps_d, g, f)
    loss = np.exp(-b * b / 4)
    im_dyson = (w_low - eps_d - band_delta(w_low) - 1 / g).imag / Gamma
    im_ratio = (U * f / g).imag / Gamma
    print(f"  b={b}: direct {direct:.4f}, exp(-b^2/4) {loss:.4f}, "
          f"U F/G {improved:.4f}")
    print(f"    Im Sigma/Gamma: Dyson {im_dyson:.4f}, "
          f"predicted {1 - 1 / loss:.4f}, U F/G {im_ratio:.4f}")
    assert abs(direct - loss) < 0.06
    assert abs(improved - 1) < 0.05
    assert abs(im_dyson - (1 - 1 / loss)) < 0.12
    assert abs(improved - 1) < 0.5 * abs(direct - 1)

# Discretization oscillations seen with a narrow kernel
b = 0.5
scan = []
for j in range(6):
    w = w_low * Lambda**(j / 6)
    scan.append(heights(w, eps_d, *log_gaussian_green(w, pos, wt, b)))
scan = np.array(scan)
spread = scan.max(axis=0) - scan.min(axis=0)
assert spread[1] < 0.5 * spread[0]
print(f"narrow kernel b = {b}, six omega from {w_low} D, within factor 3")
print(f"  direct: min {scan[:, 0].min():.4f}, max {scan[:, 0].max():.4f}")
print(f"  U F/G : min {scan[:, 1].min():.4f}, max {scan[:, 1].max():.4f}")

# Higher frequencies, for the shape of the spectrum
for w in (0.005, 0.2):
    direct, improved = heights(w, eps_d, *log_gaussian_green(w, pos, wt, 0.8))
    print(f"omega = {w} D, b = 0.8: direct {direct:.4f}, "
          f"U F/G {improved:.4f}")

# Constant Lorentzian width: cancellation is incomplete
eta = 0.005
g, f = sharp_green(1j * eta, pos, wt)
direct, improved = heights(0.0, eps_d, g, f)
expected = (eta + Gamma * 2 / np.pi * np.arctan(1 / eta) - Gamma) / Gamma
assert abs(1 / direct - 1 / improved - expected) < 0.05
assert improved < 0.85
print(f"Lorentzian eta = {eta} D at omega = 0")
print(f"  direct {direct:.4f}, U F/G {improved:.4f}")
print(f"  difference of inverse heights = {1/direct - 1/improved:.4f}")
print(f"  predicted difference          = {expected:.4f}")

# Away from half filling
eps_d, b = -0.08, 0.8
pos, wt = bin_peaks(*impurity_spectrum(eps_d, hops, n_keep))
n_d = 2 * wt[pos < 0, 0].sum()
friedel = np.sin(np.pi * n_d / 2)**2
g, f = log_gaussian_green(w_low, pos, wt, b)
direct, improved = heights(w_low, eps_d, g, f)
print(f"asymmetric: eps_d = {eps_d} D, b = {b}, n_d = {n_d:.4f}")
print(f"  sin^2(pi n_d/2) = {friedel:.4f}")
print(f"  direct {direct:.4f}, U F/G {improved:.4f}")
print(f"  predicted direct = {friedel * np.exp(-b * b / 4):.4f}")
assert abs(improved - friedel) < 0.05
assert abs(direct - friedel * np.exp(-b * b / 4)) < 0.06
print("tests ok")
```

Printed output:

```
Gamma = 0.05 D, U = 0.4 D, Lambda = 3
chain sites = 27, states kept at least = 170
last chain hopping = 6.592e-07 D
short chain: eps_d = -0.13 D, z = (0.1+0.05j) D, 3 bath sites
  Sigma from Dyson = 0.12021159-0.02429364j D
  Sigma from U F/G = 0.12021159-0.02429364j D
resonance at 0.1 D, width 0.05 D, omega = 0.07 D, b = 0.8
  G broadened + Kramers-Kronig = -3.711279-10.626295j /D
  G from scale average         = -3.711279-10.626295j /D
half filling: weight of G = 1.000000, of F = 0.500000
  occupation per spin = 0.500000
  1/Z estimate at i*0.0005 D = 8.04
  Kondo scale Z*Gamma = 6.22e-03 D
heights pi*Gamma*A at omega = 5e-05 D (Friedel: 1)
  b=0.8: direct 0.8545, exp(-b^2/4) 0.8521, U F/G 0.9958
    Im Sigma/Gamma: Dyson -0.1702, predicted -0.1735, U F/G -0.0041
  b=1.0: direct 0.7741, exp(-b^2/4) 0.7788, U F/G 0.9958
    Im Sigma/Gamma: Dyson -0.2917, predicted -0.2840, U F/G -0.0041
  b=1.2: direct 0.6933, exp(-b^2/4) 0.6977, U F/G 0.9957
    Im Sigma/Gamma: Dyson -0.4423, predicted -0.4333, U F/G -0.0042
narrow kernel b = 0.5, six omega from 5e-05 D, within factor 3
  direct: min 0.7149, max 1.1566
  U F/G : min 0.9936, max 0.9975
omega = 0.005 D, b = 0.8: direct 0.5368, U F/G 0.6411
omega = 0.2 D, b = 0.8: direct 0.1275, U F/G 0.1683
Lorentzian eta = 0.005 D at omega = 0
  direct 0.6130, U F/G 0.6608
  difference of inverse heights = 0.1179
  predicted difference          = 0.0968
asymmetric: eps_d = -0.08 D, b = 0.8, n_d = 0.7835
  sin^2(pi n_d/2) = 0.8887
  direct 0.7625, U F/G 0.8983
  predicted direct = 0.7573
tests ok
```
